# Marshall's Sign Rule on a Four-Site Ring and a Triangle

**The question.** Spins of size 1/2 interact through the Heisenberg Hamiltonian

\[
H=J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j ,\qquad J>0 ,
\]

where each bond is counted once and \(\hbar=1\), so that \(J\) is an energy. The ring has sites 1, 2, 3, 4 and bonds 12, 23, 34, 41. The triangle has bonds 12, 23, 31. The basis consists of products of \(S^z\) eigenstates, written as strings such as \(udud\), with u for up and d for down, in site order. Numerical answers use the round model value \(J=0.1\) eV, which represents no particular material.

A projector Monte Carlo method applies \(G=c-H\) repeatedly, with a constant \(c\), and reads the elements of \(G\) as weights for walkers that move between basis states. This reading needs nonnegative elements, so the off-diagonal elements of \(H\) must be nonpositive. The parts below examine when this can be arranged.

## Part (a)

*Find the matrix of \(H\) for the ring in the sector of total \(S^z=0\), and explain why this sector contains the lowest energy.*

**Answer.** With \(S^\pm=S^x\pm iS^y\), multiplying out gives \(S_i^+S_j^-+S_i^-S_j^+=2(S_i^xS_j^x+S_i^yS_j^y)\). Hence

\[
\mathbf S_i\cdot\mathbf S_j=S_i^zS_j^z+\tfrac12\left(S_i^+S_j^-+S_i^-S_j^+\right).
\]

A bond with parallel spins contributes \(+J/4\) to the diagonal, and the exchange term gives zero. A bond with antiparallel spins contributes \(-J/4\) to the diagonal, and the exchange term swaps the two spins with matrix element \(+J/2\).

The sector has six states. The two Néel states, \(udud\) and \(dudu\), have four antiparallel bonds and diagonal element \(4(-J/4)=-J\). The four pair states, \(uudd\), \(uddu\), \(duud\) and \(dduu\), have two parallel and two antiparallel bonds and diagonal element 0.

Swapping the spins of \(udud\) on bonds 12, 23, 34, 41 gives \(duud\), \(uudd\), \(uddu\), \(dduu\) in turn. The other Néel state also reaches all four pair states. This makes eight links, each of strength \(+J/2\). A pair state has two antiparallel bonds and therefore two links, which are the ones to the two Néel states. There are no others.

\(H\) commutes with the total spin, so its levels form multiplets whose members share one energy. Four spins 1/2 combine to an integer total spin \(S\), and each such multiplet has a member with \(S^z=0\). Every energy of the ring therefore appears in this sector.

## Part (b)

*Choose a sign \(\eta_a=\pm1\) for each basis state \(a\) so that no off-diagonal element is positive. How many choices succeed?*

**Answer.** In the basis \(\eta_a|a\rangle\) the matrix becomes

\[
H'_{ab}=\eta_a\eta_b H_{ab}.
\]

The diagonal is unchanged because \(\eta_a^2=1\). A linked pair needs \(\eta_a\eta_b=-1\). Marshall's rule achieves this with

\[
\eta_a=(-1)^{N_a},\qquad N_a=\text{number of up spins on sites 2 and 4}.
\]

Each bond of the ring joins an odd site to an even site. Swapping antiparallel spins on it moves one up spin onto or off the even sites, so \(N_a\) changes by one and \(\eta\) changes sign. All eight links become \(-J/2\). Here the Néel states have \(\eta=+1\) and the pair states have \(\eta=-1\).

The links connect all six states. Once one sign is chosen, the condition \(\eta_a\eta_b=-1\) fixes the rest. Two choices succeed, Marshall's and its overall negative, and a search through all 64 sign patterns finds the same number.

The eigenvalues have not changed, since only the signs of basis vectors were redefined. For \(J<0\) the off-diagonal elements would be negative from the start, and no redefinition would be needed.

## Part (c)

*Show that the lowest eigenvector of \(H'\) is unique and can be taken with all components positive. What does this imply for the starting vector of a projection? Compare the uniform vector before and after the sign change.*

**Answer.** Let \(v\) be a real normalized eigenvector of \(H'\) with the lowest energy \(E_0\), and let \(|v|\) have components \(|v_a|\). Then

\[
\langle |v|,H'|v|\rangle=\sum_a H'_{aa}v_a^2+\sum_{a\ne b}H'_{ab}|v_a||v_b|
\le\sum_{a,b}H'_{ab}v_av_b=E_0 ,
\]

because \(H'_{ab}\le0\) for \(a\neq b\) and \(|v_a||v_b|\ge v_av_b\). No normalized vector has an energy below \(E_0\), so \(|v|\) attains the minimum and is itself an eigenvector.

Suppose \(|v_a|=0\) for some \(a\). Row \(a\) of the eigenvalue equation then reads \(\sum_{b\ne a}H'_{ab}|v_b|=0\). Every term is nonpositive, so every term vanishes, and \(|v_b|=0\) for each state linked to \(a\). Following the links makes the whole vector zero, which is impossible. A lowest eigenvector thus has no zero component.

If there were two independent lowest eigenvectors, some combination of them would have a zero component. This contradicts the previous result, so the lowest eigenvector is unique, and it equals \(|v|\) up to an overall sign.

Any nonzero starting vector with nonnegative components therefore has a positive overlap with the ground state.

Before the sign change this guarantee is absent. The elements of \(H\) in a Néel row sum to \(-J+4(J/2)=J\), and those in a pair row sum to \(0+2(J/2)=J\). The uniform vector is thus an eigenvector with energy \(+J=+0.1\) eV. It is orthogonal to the ground state, which has a lower energy: the diagonal element \(-J\) already shows that \(E_0\le-J\).

After the sign change, the uniform vector has the mean energy

\[
\frac{2(-J)+16(-J/2)}{6}=-\frac{5J}{3}=-0.1667\ \text{eV},
\]

where 16 counts each of the eight links in both directions.

## Part (d)

*Find the six energies of the sector and the ground-state vector, and confirm the lowest energy by a separate argument.*

**Answer.** Take amplitude \(a\) on both Néel states and \(b\) on all four pair states. The rows of \(H'\) give

\[
-Ja-\tfrac J2(4b)=Ea,\qquad -\tfrac J2(2a)=Eb ,
\]

that is, \(-Ja-2Jb=Ea\) and \(-Ja=Eb\). Multiplying the first equation by \(E\) and replacing \(Eb\) by \(-Ja\) gives \(-JEa+2J^2a=E^2a\). Since \(a\neq0\),

\[
E^2+JE-2J^2=(E+2J)(E-J)=0 .
\]

For \(E=-2J\), the second equation gives \(a=2b\). For \(E=J\), it gives \(b=-a\).

The remaining four vectors are orthogonal to these two. The difference of the two Néel states has energy \(-J\), since its contributions to each pair state cancel. Combinations of pair states whose amplitudes sum to zero have energy 0, since their contributions to each Néel state cancel. There are three independent ones. The energies are \(-2J,-J,0,0,0,J\), and

\[
E_0=-2J=-0.200\ \text{eV}=-0.00735\ \text{hartree}.
\]

With the Néel states listed first, the normalized ground vector is \((2,2,1,1,1,1)/\sqrt{12}\). All components are positive, as Part (c) requires.

For the separate argument, note that every odd site is bonded to every even site. With \(\mathbf S_A=\mathbf S_1+\mathbf S_3\), \(\mathbf S_B=\mathbf S_2+\mathbf S_4\) and \(\mathbf S=\mathbf S_A+\mathbf S_B\),

\[
H=J\,\mathbf S_A\cdot\mathbf S_B=\tfrac J2\left(\mathbf S^2-\mathbf S_A^2-\mathbf S_B^2\right).
\]

The smallest possible \(\mathbf S^2\) is 0, and the largest possible \(\mathbf S_A^2\) and \(\mathbf S_B^2\) are \(1\cdot2=2\). These values can occur together, because two spins 1 can combine to spin 0. The lowest energy is \(\tfrac J2(0-2-2)=-2J\).

## Part (e)

*Set \(c=J\) and start from \(udud\). Carry out two steps of power iteration with \(G=c-H'\), then find the energy \(E_n\) after \(n\) steps.*

**Answer.** \(G/J\) has diagonal element 2 on Néel states, diagonal element 1 on pair states, and \(+1/2\) on each link. In the order \(udud\), \(dudu\), then the four pair states,

\[
(1,0,0,0,0,0)\to(2,0,\tfrac12,\tfrac12,\tfrac12,\tfrac12)\to(5,1,\tfrac32,\tfrac32,\tfrac32,\tfrac32).
\]

In the second step, \(udud\) receives \(2\cdot2+4\cdot\tfrac12\cdot\tfrac12=5\), \(dudu\) receives \(4\cdot\tfrac12\cdot\tfrac12=1\), and each pair state receives \(1\cdot\tfrac12+\tfrac12\cdot2=\tfrac32\).

The energy is \(E_n=\langle v_n,H'v_n\rangle/\langle v_n,v_n\rangle\). After one step the squared norm is \(4+4\cdot\tfrac14=5\). The diagonal part of the numerator is \(-4J\), and the four links contribute \(2\cdot4\cdot(2\cdot\tfrac12)(-J/2)=-4J\). Thus \(E_1=-8J/5=-0.160\) eV.

For general \(n\), define the normalized eigenvectors

\[
g=\frac{(2,2,1,1,1,1)}{\sqrt{12}},\quad
e=\frac{(1,1,-1,-1,-1,-1)}{\sqrt6},\quad
f=\frac{(1,-1,0,0,0,0)}{\sqrt2}.
\]

Their energies are \(-2J\), \(J\) and \(-J\), so \(G/J\) multiplies them by 3, 0 and 2. The overlaps with \(udud\) are their first components, and these give

\[
v_0=\frac{g}{\sqrt3}+\frac{e}{\sqrt6}+\frac{f}{\sqrt2}.
\]

The squared coefficients sum to \(\tfrac13+\tfrac16+\tfrac12=1\), so nothing is missing. The first step removes \(e\). For \(n\ge1\),

\[
\frac{v_n}{J^n}=\frac{3^n}{\sqrt3}\,g+\frac{2^n}{\sqrt2}\,f ,
\qquad
E_n=\frac{-2J\,9^n/3-J\,4^n/2}{9^n/3+4^n/2}.
\]

Separating \(-2J\) and dividing by \(4^n/2\) gives

\[
E_n=-2J+\frac{J}{1+\frac23\left(\frac94\right)^n}\qquad(n\ge1).
\]

The starting energy is \(-J\); the formula does not cover \(n=0\), because \(e\) is then still present.

| Steps | Energy (eV) |
|---:|---:|
| 0 | −0.10000 |
| 1 | −0.16000 |
| 2 | −0.17714 |
| 5 | −0.19746 |
| 10 | −0.19995 |
| 20 | −0.20000 |

The excess over \(E_0\) eventually falls by a factor \(4/9\) per step. This is the square of \(2/3\), the ratio of the two surviving eigenvalues of \(G\), because the energy is quadratic in the unwanted amplitude.

Two conditions on \(c\) should be kept apart. Nonnegative diagonal elements of \(G\) need \(c\ge0\), because the pair states have diagonal element \(c\). Convergence to the ground state needs \(c+2J>|c-J|\), or \(c>-J/2\), so that the ground state has the eigenvalue of largest magnitude.

## Part (f)

*Can signs, or complex phases, remove the positive off-diagonal elements for the triangle? What happens to the ring if an antiferromagnetic bond is added between sites 1 and 3?*

**Answer.** Consider the triangle states with \(S^z=1/2\): \(uud\), \(udu\), \(duu\). Each has one parallel and two antiparallel bonds, so its diagonal element is \(J/4-2J/4=-J/4\). Any two of these states are linked by one exchange, with element \(+J/2\).

Give state \(a\) a phase \(e^{i\theta_a}\), so that \(H'_{ab}=e^{-i\theta_a}H_{ab}e^{i\theta_b}\). In the product around the loop each phase meets its inverse:

\[
H'_{12}H'_{23}H'_{31}=H_{12}H_{23}H_{31}=\frac{J^3}{8}>0 ,
\]

where the indices number the three states. Phases preserve the magnitude \(J/2\), so a nonpositive element would have to be \(-J/2\). Three of these would give the product \(-J^3/8\), a contradiction. No choice works. Reversing the sign of one state makes two of the three links negative, and the third stays positive.

The ring fails in the same way when a bond \(J'\,\mathbf S_1\cdot\mathbf S_3\) with \(J'>0\) is added. It links \(uudd\) to \(duud\) with element \(+J'/2\), and both states are linked to \(udud\) with \(+J/2\). These three links form a loop with a positive product, which no phases can change.

The result concerns phases in the \(S^z\) product basis. It does not exclude other bases. For these small clusters a simple one exists. On the triangle, combine spins 1 and 2 into a singlet \(s\) and triplets \(t_+,t_0,t_-\). Since \(H=J\,\mathbf S_1\cdot\mathbf S_2+J(\mathbf S_1+\mathbf S_2)\cdot\mathbf S_3\) conserves the spin of the pair, the state \(s\,u\) has no links, and \(t_+d\) and \(t_0u\) share a single link \(+J/\sqrt2\), which one sign change makes negative. On the ring with \(J'\), combining spins 1 and 3 makes the new bond diagonal and leaves four links, from each Néel state to the two \(t_0\) states, which a sign on the \(t_0\) states makes negative. This works because the two combined spins couple equally to every other spin; it is not shown here for clusters without that property.

## Part (g)

*Find the triangle's lowest energy. What results from (i) forcing the links to be negative, (ii) projecting from the uniform vector, and (iii) power iteration with signed amplitudes from \(uud\)?*

**Answer.** Acting on \((1,1,1)\), \(H\) gives the energy \(-J/4+2(J/2)=3J/4\). For a vector whose components sum to zero, the other two components sum to minus the first, so the energy is \(-J/4-J/2=-3J/4\). There are two independent vectors of this kind. Three spins 1/2 have half-integer total spin, so every multiplet has a member in this sector, and the lowest energy of the triangle is

\[
E_0^{\triangle}=-\tfrac34J=-0.075\ \text{eV}=-0.00276\ \text{hartree}.
\]

(i) With links \(-J/2\), the uniform vector has energy \(-J/4-J=-5J/4=-0.125\) eV. This is the lowest energy of a different Hamiltonian, and it lies \(J/2\) below the true value.

(ii) The uniform vector is an eigenvector of \(H\). In exact arithmetic, projection leaves it at \(+3J/4=+0.075\) eV, however many steps are taken. This fixed point is unstable: with \(c=J\), any admixture of a ground vector, rounding error included, grows by a factor 7 per step relative to the uniform part, as (iii) shows, so a floating-point iteration can leave it after a few tens of steps.

(iii) The start can be written as

\[
(1,0,0)=\tfrac13(1,1,1)+\tfrac13(2,-1,-1).
\]

With \(c=J\), \(G\) multiplies the first vector by \(J-3J/4=J/4\) and the second by \(J+3J/4=7J/4\). The unwanted part shrinks by a factor 7 per step relative to the other. The iteration converges to \((2,-1,-1)/\sqrt6=(0.816,-0.408,-0.408)\) and to the correct energy of \(-0.075\) eV. The ground level is degenerate within the sector, so the start selects which ground vector is reached.

Power iteration as linear algebra therefore survives. What fails is the reading of \(G\) as a set of nonnegative walker weights, since its links are \(-J/2\).

## Part (h)

*Suppose closed walks of \(n\) steps on the triangle are sampled with probability proportional to the magnitude of their weight, with \(c=J\). Find the mean sign \(s_n\), and the number of independent walks needed to know it with a relative error of 10 percent.*

**Answer.** The weight of a walk is the product of the elements of \(G\) along it. The signed sum over closed walks from one state is a diagonal element of \(G^n\). The sum of magnitudes is the same element of \(|G|^n\), where \(|G|\) has elements \(|G_{ab}|\). The three states are equivalent, so each diagonal element is one third of the trace, and

\[
s_n=\frac{\operatorname{Tr}G^n}{\operatorname{Tr}|G|^n}.
\]

\(G/J\) has eigenvalues \(\tfrac74,\tfrac74,\tfrac14\). \(|G|/J\) has diagonal elements \(\tfrac54\) and links \(\tfrac12\), so its eigenvalues are \(\tfrac54+1=\tfrac94\) and, twice, \(\tfrac54-\tfrac12=\tfrac34\). Hence

\[
s_n=\frac{2(7/4)^n+(1/4)^n}{(9/4)^n+2(3/4)^n}\;\longrightarrow\;2\left(\frac79\right)^n
\quad\text{for large }n .
\]

For \(n=1\) and \(n=2\) the mean sign is 1, because a closed walk then has no hop or two hops. Three hops around the triangle give the first negative weight. An explicit listing of all closed walks gives 0.714 for \(n=4\) and 0.268 for \(n=8\). Matrix powers give 0.0131 for \(n=20\).

Each sampled sign is \(\pm1\), so its square is 1 and its variance is \(1-s_n^2\). For \(M\) independent walks the relative standard error \(r\) obeys

\[
r^2=\frac{1-s_n^2}{M s_n^2},\qquad M=\frac{1/s_n^2-1}{r^2}.
\]

With \(r=0.1\), this requires about 1300 walks for \(n=8\) and about 580,000 for \(n=20\). For large \(n\) the number grows by a factor \((9/7)^2\approx1.65\) per step.

A larger \(c\) slows the loss per step but does not remove it. For large \(c\) and fixed \(\beta=n/c\), \((1-E/c)^n\to e^{-\beta E}\), so the projection is set by \(\beta\). The mean sign then falls as \(e^{-\beta J/2}\) at large \(\beta\), where \(J/2\) is the difference between the true energy \(-3J/4\) and the forced one \(-5J/4\).

On the ring, every hop changes \(N_a\) by one, so a closed walk has an even number of hops. For \(c\ge0\) its weight is nonnegative even without Marshall's signs; the signs extend this property to open walks. On the triangle, closed walks with an odd number of hops exist, and their negative weights cannot be removed by phases.

The numerical check builds both Hamiltonians from spin matrices and tests the energies, the sign patterns, the convergence formula and the mean signs.

## Calculated quantities

```
coupling J = 0.1000 eV, shift c = 0.1000 eV
RING, sector Sz = 0
states: uudd udud uddu duud dudu dduu
Marshall signs: -1 +1 -1 -1 +1 -1
diagonal (eV): 0.000 -0.100 0.000 0.000 -0.100 0.000
linked pairs of states: 8
link element before: +0.0500 eV
link element after:  -0.0500 eV
successful sign patterns: 2 of 64
levels (eV): -0.200 -0.100 0.000 0.000 0.000 0.100
uniform vector, before: +0.10000 eV
uniform vector, after:  -0.16667 eV
(G/J) on udud:   0.50 2.00 0.50 0.50 0.00 0.50
(G/J)^2 on udud: 1.50 5.00 1.50 1.50 1.00 1.50
energy after  0 steps: -0.10000000 eV
energy after  1 steps: -0.16000000 eV
energy after  2 steps: -0.17714286 eV
energy after  3 steps: -0.18836364 eV
energy after  5 steps: -0.19746472 eV
energy after 10 steps: -0.19995491 eV
energy after 20 steps: -0.19999999 eV
energy after 60 steps: -0.20000000 eV = -0.007350 hartree
E0/J = -2.00000000
final amplitudes: 0.2887 0.5774 0.2887 0.2887 0.5774 0.2887
TRIANGLE, sector Sz = 1/2
states: uud udu duu
diagonal -0.0250 eV, link +0.0500 eV
loop product / J^3 = +0.1250
fewest positive pairs, all 8 patterns: 1 of 3
true lowest energy: -0.07500 eV = -0.002756 hartree
energy with signs forced negative: -0.12500 eV
uniform start stays at: +0.07500 eV
signed power iteration, 60 steps: -0.07500 eV
its amplitudes: +0.8165 -0.4082 -0.4082
mean sign, 1 steps, all walks listed: 1.00000
mean sign, 2 steps, all walks listed: 1.00000
mean sign, 4 steps, all walks listed: 0.71441
mean sign, 8 steps, all walks listed: 0.26776
mean sign, 20 steps, matrix powers: 0.01313
walks for 10 percent error, 8 steps: 1295
walks for 10 percent error, 20 steps: 580288
```
